# Choosing a lead-mode solver when the hopping block is singular

## The decision

A transport calculation on a ribbon or layer needs a description of its electrodes at the chosen energy. One way is to compute their modes. The user, or the default, then decides three things: whether the hopping between lead cells may be inverted after a small regularization, how modes with equal Bloch factor are sorted into incoming and outgoing, and whether the lead enters through a self-energy or through its modes directly. A poor choice can return zero transmission for a perfect conductor. The analysis below shows which numbers to monitor and what to do when one of them goes bad.

## The equation and its symmetry

The lead is a periodic chain of cells with $N$ orthonormal orbitals each. $H$ is the Hermitian cell block, $T$ is the block from cell $n$ to cell $n+1$, and only neighbouring cells couple; if the hopping reaches further, several cells are merged into one. At real energy $E$,

$$T^\dagger\psi_{n-1}+(H-E)\psi_n+T\psi_{n+1}=0 .$$

Inserting $\psi_n=\lambda^n u$ and dividing by $\lambda^n$ gives

$$M(\lambda)u=0,\qquad M(\lambda)=\lambda^{-1}T^\dagger+H-E+\lambda T .$$

Multiplied by $\lambda$, this is a quadratic eigenproblem. A mode with $|\lambda|=1$, $\lambda=e^{i\theta}$, propagates; one with $|\lambda|<1$ decays to the right. Taking the adjoint exchanges the two hopping terms, so $M(\lambda)^\dagger=M(1/\lambda^*)$. Hence $\lambda$ and $1/\lambda^*$ occur together: each mode decaying to the right has a partner decaying to the left.

On the unit circle $M=H(\theta)-E$, where $H(\theta)=H+e^{i\theta}T+e^{-i\theta}T^\dagger$ is the Bloch Hamiltonian, and therefore

$$\det M(e^{i\theta})=\prod_n\,[E_n(\theta)-E].$$

If this vanishes for all $\theta$, one of the finitely many bands, which can be chosen analytic in $\theta$, equals $E$ everywhere. So $M$ is singular at every $\lambda$ if and only if a band is flat at $E$. The mode problem as it stands then has no discrete solution set, and the list returned by a standard eigensolver cannot be trusted.

## Removing the singular part of the hopping

Let $T$ have rank $r<N$. Vectors with $T^\dagger u=0$ solve the quadratic problem with $\lambda=0$, and vectors with $Tu=0$ belong to $\lambda=\infty$. They are harmless, unless an algorithm forms $T^{-1}$.

A singular-value decomposition, with the square roots of the nonzero singular values shared between the factors, gives $T=AB^\dagger$ with $r$ columns in $A$ and in $B$. Define

$$c=A^\dagger u/\lambda,\qquad b=B^\dagger u .$$

Since $T^\dagger u/\lambda=BA^\dagger u/\lambda=Bc$ and $\lambda Tu=\lambda Ab$, the mode equation reads $(E-H)u=Bc+\lambda Ab$. Solving for $u$ would fail whenever $E$ is a level of the isolated cell. This is avoided by adding the same term to both sides:

$$i(AA^\dagger+BB^\dagger)u=i\lambda Ac+iBb .$$

With $K=E-H+i(AA^\dagger+BB^\dagger)$ the sum is

$$Ku=B(c+ib)+\lambda A(b+ic).$$

Multiply by $K^{-1}$, project with $A^\dagger$ and $B^\dagger$, and write $G_{AB}=A^\dagger K^{-1}B$ and so on. Because $A^\dagger u=\lambda c$ and $B^\dagger u=b$,

$$\lambda c=G_{AB}(c+ib)+\lambda G_{AA}(b+ic),$$
$$b=G_{BB}(c+ib)+\lambda G_{BA}(b+ic).$$

Collecting the terms with $\lambda$ on the right gives a problem of size $2r$:

$$\begin{pmatrix}G_{AB}&iG_{AB}\\G_{BB}&iG_{BB}-1\end{pmatrix}\!\begin{pmatrix}c\\b\end{pmatrix}=\lambda\begin{pmatrix}1-iG_{AA}&-G_{AA}\\-iG_{BA}&-G_{BA}\end{pmatrix}\!\begin{pmatrix}c\\b\end{pmatrix}.$$

No solution with finite nonzero $\lambda$ is lost: if $c=b=0$, then $Ku=0$ and $u=0$. There are thus at most $2r$ such modes when no band is flat at $E$.

When is $K$ invertible? If $Kv=0$, the imaginary part of $v^\dagger Kv=0$ is $|A^\dagger v|^2+|B^\dagger v|^2=0$. Then $Tv=T^\dagger v=0$ and $Hv=Ev$: the state $v$ lives in one cell and never leaves it. It forms a flat band. A large condition number of $K$ is therefore a warning of such a band, but a small one is no guarantee. Take two orbitals per cell with $H=0$ and one hopping of strength 1 from the second orbital to the first orbital of the next cell. Then $\det M=E^2-1$ for every $\lambda$. At $E=0.3$ there are no modes at all, fewer than $2r=2$. At $E=1$ the band is flat, yet $K=(1+i)$ times the unit matrix has condition number 1. The reliable monitor is the smallest singular value of $M$ at a few arbitrary $\lambda$ off the unit circle: an evanescent mode can make it vanish at one of them, a flat band makes it vanish at all.

## Sorting modes by current

From $i\hbar\dot\psi_n=H\psi_n+T\psi_{n+1}+T^\dagger\psi_{n-1}$, the probability flowing into cell $n+1$ from cell $n$ per unit time is

$$I=\frac{i}{\hbar}\left(\psi_n^\dagger T\psi_{n+1}-\psi_{n+1}^\dagger T^\dagger\psi_n\right).$$

For two solutions $a,b$ at the same real $E$, define $J_{ab}(n)$ by the same expression with $a$ in the daggered and $b$ in the undaggered places. Multiply the equation of $b$ by $\psi_{a,n}^\dagger$, and the adjoint equation of $a$ by $\psi_{b,n}$. Both contain $\psi_{a,n}^\dagger(H-E)\psi_{b,n}$, and subtracting them leaves $J_{ab}(n)=J_{ab}(n-1)$. For Bloch waves $J_{ab}(n)=(\lambda_a^*\lambda_b)^nJ_{ab}(0)$, so

$$J_{ab}=0\quad\text{unless}\quad\lambda_a^*\lambda_b=1 .$$

A single evanescent mode carries no current, and propagating modes with different $\lambda$ do not interfere in the current. Modes sharing one $\lambda=e^{i\theta}$ may do so, and an eigensolver returns an arbitrary basis of their space.

Let the columns of $X$ be an orthonormal basis of that space, so $(H(\theta)-E)X=0$. Differentiate $(H(\theta)-E_n)u_n=0$ with respect to $\theta$ and multiply by $X^\dagger$. The term with $u_n'$ vanishes because $X^\dagger(H(\theta)-E)=0$. With $u_n=Xw$,

$$\left[X^\dagger\, i(\lambda T-\lambda^*T^\dagger)\,X\right]w=\frac{dE_n}{d\theta}\,w .$$

The bracket is $\hbar$ times the current matrix. Diagonalizing it yields the band slopes; positive ones belong to right movers. For cell length $L$ the velocity is $(L/\hbar)\,dE/d\theta$.

A second way to sort is to add a small imaginary part, $E+i\eta$. To first order $\theta$ moves by $i\eta/(dE/d\theta)$, so $\ln|\lambda|=-\eta/(dE/d\theta)$ and right movers fall inside the unit circle. This first-order formula fails where the slope vanishes.

There, at an ordinary band edge with curvature $\kappa\ne0$, $E_n-E\simeq\tfrac12\kappa\,\delta\theta^2$. The determinant has a double zero but the band supplies one vector. At distance $\delta E$ inside the band the two factors differ by

$$|\lambda_1-\lambda_2|\simeq 2\sqrt{2\,\delta E/\kappa}.$$

A rounding error of relative size $10^{-16}$ can thus appear as an error near $10^{-8}$ in $\lambda$. The signs of this defect are a cluster of equal $\lambda$ larger than its eigenspace and a slope near zero.

## Self-energy or wave matching

Let the right lead fill cells $n\ge1$. Suppose $r$ right-going modes with nonzero $\lambda$ exist, with vectors in $U$ and factors in the diagonal matrix $\Lambda$. Put $\psi_n=U\Lambda^nx$ for $n\ge1$. The equation of cell 1 holds if $T^\dagger\psi_0=T^\dagger Ux$, that is, $A^\dagger\psi_0=A^\dagger Ux$. If $A^\dagger U$ can be inverted, the lead acts on cell 0 through $T\psi_1=\Sigma_R\psi_0$ with

$$\Sigma_R=TU\Lambda(A^\dagger U)^{-1}A^\dagger .$$

Suppose instead that $A^\dagger Ux=0$ for some $x\ne0$. Then $\psi_n=U\Lambda^nx$ solves the lead with cell 0 cut away. Its current across the cut is zero. By the orthogonality above, that current is the sum of positive slopes times $|x_i|^2/\hbar$ over the propagating modes, so these are absent. What remains is a decaying state bound to the lead's end. If $T\psi_1\ne0$, the self-energy has a pole at this energy. The pole is a property of the cut lead, not of the assembled device.

Wave matching avoids it by keeping mode amplitudes as unknowns. For cells $n\ge1$ write $\psi_n=U_R\Lambda_R^{n-1}a$, and for $n\le-1$ write $\psi_n=\lambda_{\rm in}^{n+1}u_{\rm in}+U_L\Lambda_L^{n+1}b_L$, again with $r$ left-going modes. With $H_c$ for the device cell,

$$(E-H_c)\psi_0-TU_Ra-T^\dagger U_Lb_L=T^\dagger u_{\rm in},$$
$$A^\dagger\psi_0-A^\dagger U_R\Lambda_R^{-1}a=0,$$
$$B^\dagger\psi_0-B^\dagger U_L\Lambda_Lb_L=\lambda_{\rm in}B^\dagger u_{\rm in}.$$

These are $N+2r$ equations for as many unknowns. A solution without a source would have only outgoing and decaying waves; current conservation then removes the outgoing ones, leaving a bound state of the whole structure. An end state of one cut lead does not suffice.

## Example: a narrow tin ribbon

Consider an armchair ribbon of honeycomb tin with five lines of dimers along its axis, one orbital per atom and rough parameters: bond 0.28 nm, nearest-neighbour hopping $-t$ with $t=0.8$ eV. The cell has ten atoms and length $L=3\times0.28=0.84$ nm. Dimers on even lines sit half a cell further along. Hopping to the next cell starts from one atom on each of lines 2 and 4 and ends on lines 1, 3 and 5. The nonzero part of $T$ is

$$-t\begin{pmatrix}1&1&0\\0&1&1\end{pmatrix},$$

whose product with its adjoint is $t^2\begin{pmatrix}2&1\\1&2\end{pmatrix}$. The singular values are $\sqrt3\,t=1.386$ eV and $t=0.8$ eV, and $r=2$. At 0.3 eV the full quadratic problem has 8 zero, 8 infinite and 4 other eigenvalues, in agreement with $2r=4$.

The standing wave $\sin(p\pi j/6)$ across lines $j$ vanishes at $j=0$ and 6. Summing it over lines $j\pm1$ multiplies it by $g=2\cos(p\pi/6)$. The waves $p$ and $6-p$ agree on odd lines and differ only in sign on even lines, so $p=1,2,3$ cover the whole ribbon. Each of these is a chain with alternating hoppings $t$ and $gt$, with two dimers per cell except for $p=3$, whose wave vanishes on the even lines:

$$E^2=t^2|1+ge^{i\theta/2}|^2=t^2(1+g^2+2g\cos\tfrac{\theta}{2}).$$

With $z=e^{i\theta/2}$ and $\lambda=z^2$,

$$z+\frac1z=\frac{E^2/t^2-1-g^2}{g}.$$

The chains $p=1$ and $p=2$, with $g=\sqrt3$ and $g=1$, give two factors $\lambda$ each, four in all. The remaining $p=3$ has $g=0$ and flat bands at $E=\pm t$.

**Zero energy.** For $g=\sqrt3$, $z+1/z=-4/\sqrt3$, so $z=-\sqrt3$ or $-1/\sqrt3$ and $\lambda=3$ or $1/3$. The amplitude decay length is $0.84/\ln3=0.76$ nm. For $g=1$, $z=-1$ twice and $\lambda=1$ twice. This is a crossing and not a band edge: $E=\pm2t\cos(\theta/4)$ has slopes $\pm t/2=\pm0.4$ eV at $\theta=2\pi$. The velocity is $5.1\times10^5$ m/s.

The two-dimensional space at $\lambda=1$ also has a basis in which each vector lives on one sublattice. Since $T$ joins opposite sublattices, such a vector carries no current. Used as the outgoing wave of a perfect ribbon, the one on the sublattice where the hopping to the right starts gives transmission 0 and reflection 1. It is an equal mixture of a right and a left mover, so the right lead is wrongly made to send a wave back. Diagonalizing the current gives transmission 1.

The mode with $\lambda=1/3$ is an end state of the cut right lead: the condition number of $A^\dagger U$ is $6\times10^{15}$. The pole strength can be found by hand. On the occupied sublattice, lines 1, 3, 5 of the first cell have amplitudes $\tfrac12,1,\tfrac12$, with squared sum 1.5. The even lines add one third of this, and later cells multiply the total by $1+\tfrac19+\dots=\tfrac98$, so the squared norm is $2\times\tfrac98=2.25$. $T$ produces two entries of size $1.5t$, with squared sum $4.5t^2$. The residue is $4.5t^2/2.25=2t^2=1.28$ eV$^2$. The computed norm of $\Sigma_R$ agrees: 128 eV at $E=0.01$ eV and 1280 eV at 0.001 eV. A ribbon of eight cells shows the two end states at $1.4\times10^{-4}$ eV in magnitude, well below the next level at 0.076 eV.

Wave matching is untroubled, with condition number 7. With a site energy of 0.4 eV on one edge atom it gives a transmission of 0.9846 at $E=0$. An independent calculation, with self-energies built by repeated elimination of cells, gives the same four digits as a mean over $E=\pm0.01$ eV.

**Higher energies.** At 0.3 eV one channel is open and the evanescent factor is 0.388. At 0.7 eV there are two channels, because the second subband starts at $t(\sqrt3-1)=0.586$ eV. With the same defect the transmissions are 0.987 and 1.985. $A^\dagger U$ now has condition numbers 3.5 and 1.3, and the self-energies from modes and from elimination differ by less than $10^{-6}$ eV.

Expanding the dispersion at the subband edge gives $\kappa=tg/[4(g-1)]=0.473$ eV. At $8\times10^{-4}$ eV above it the predicted splitting is $2\sqrt{2\times8\times10^{-4}/0.473}=0.116$, as computed; a hundred times closer, it is ten times smaller.

**The flat band.** At $E=0.8$ eV the ratio of smallest to largest singular value of $M$ at a generic $\lambda$ is $2\times10^{-17}$, against 0.04 at 0.3 eV. The flat state sits on dimers inside one cell, so $K$ notices it too: its condition number is $3\times10^6$ at $8\times10^{-7}$ eV below the band.

**The cost of inverting.** At 0.3 eV, a random matrix of norm $\epsilon t$ was added to $T$ so that it could be inverted. The largest relative error among the four $\lambda$ was $5\times10^{-6}$ for $\epsilon=10^{-4}$, $2\times10^{-4}$ for $10^{-8}$ and 1 for $10^{-12}$. The reduced problem gave $10^{-15}$. The growth at small $\epsilon$ is what amplified rounding would produce. Two errors compete: the change of $T$ shifts $\lambda$ in proportion to $\epsilon$, while the rounding amplified by the inverse grows as $\epsilon$ falls. The total passes through a minimum, for typical random matrices near $\epsilon=10^{-6}$, and even there it is of order $10^{-6}$, far above the error of the reduced problem.

## How far the model reaches real tin

The hopping is a rough value, and the model omits hopping beyond nearest neighbours, sigma orbitals, buckling, the substrate and interactions, whose effects are not sized here. The results at 0.7 and 0.8 eV therefore illustrate the algorithm and do not predict tin spectra. Three other effects can be estimated. Among these three, with the values assumed here, the largest near zero energy comes from unequal bonds. If the hopping in the edge dimers is 10% larger, an assumed change, the crossing opens into a gap of 78 meV, about three times the thermal energy of 26 meV at 300 K. At $E=0$ the lead then has no propagating mode; the slowest amplitude decays over 8.8 nm. Spin-orbit coupling set to a rough bulk gap of 100 meV opens a direct gap of 0.3 meV in this ribbon and leaves one channel per spin at 0.3 eV. The Boltzmann factor of the second subband edge relative to $E=0$ is about $10^{-10}$ at 300 K, so its thermal occupation is negligible for a Fermi level near zero.

## Settings that follow

- **Hopping block.** Choose the projected problem over a regularized inverse. Set the rank cutoff close to rounding, relative to the largest singular value. Spin-orbit coupling raises the rank here from 2 to 4, with new singular values of 16 and 0.2 meV beside 1386 meV; a relative cutoff of $10^{-3}$ would discard the last one. In this ribbon that leaves the 0.3 meV gap unchanged, but it is a change of the Hamiltonian that the projected problem does not need.
- **Equal Bloch factors.** Group them, rebuild the eigenspace of $H(\theta)-E$, and diagonalize the current there. Currents of the solver's raw vectors are not a safe criterion.
- **Band edge.** If the eigenspace is smaller than the group or a slope is near zero, move the energy. For a parabolic edge the square-root law tells how far: the splitting must exceed the grouping tolerance. If the curvature vanishes too, as at a quartic edge, the splitting goes as a higher root of $\delta E$ and rounding errors in $\lambda$ can reach the order of $10^{-4}$.
- **Flat band.** If $M$ is nearly singular at a generic $\lambda$, move the energy. A flat state confined to one cell, with $Tv=T^\dagger v=0$ and $Hv=Ev$, can instead be projected out before the modes are computed, because it is decoupled from the rest.
- **Coupling to the device.** Use the self-energy while the smallest singular value of $A^\dagger U$, with normalized mode vectors, is not small against the norm of $A$. If it is small, use wave matching. The condition number alone is not enough: for $r=1$ it equals 1 even next to a pole. A small singular value is a warning and not proof of a pole: because $A^\dagger u=\lambda c$, a fast-decaying mode lowers it too, and then the norm of $\Sigma_R$ stays moderate. An imaginary energy $\eta$ makes the pole finite, but leaves a self-energy of order residue$/\eta$ at its centre.

These rules assume an orthonormal basis and real energy. The numerical output gives the values in full.

## Table of computed values

```
dimer lines 5, orbitals per cell 10
bond 0.28 nm, period 0.84 nm, hopping 0.80 eV
largest three singular values of T (eV): [1.385641 0.8      0.      ]
rank of T: 2, reduced pencil size: 4
full QZ at 0.3 eV: 8 zero, 8 infinite, 4 other
defect: site energy 0.40 eV on one edge atom
E = 0.0 eV: open channels 1, defect transmission 0.98462
  right-going: |lambda| 0.333333, phase -0.0000 rad, slope 0.0000 eV
  right-going: |lambda| 1.000000, phase +0.0000 rad, slope 0.4000 eV
  cond: K 3.32, A^dag U 6.33e+15, matching 6.9
  mean decimation transmission at +-0.01 eV: 0.98461
E = 0.3 eV: open channels 1, defect transmission 0.98658
  right-going: |lambda| 0.388070, phase +0.0000 rad, slope 0.0000 eV
  right-going: |lambda| 1.000000, phase +0.7545 rad, slope 0.3929 eV
  cond: K 4.49, A^dag U 3.49, matching 8.2
  self-energy, modes minus decimation: 7.7e-07 eV
E = 0.7 eV: open channels 2, defect transmission 1.98535
  right-going: |lambda| 1.000000, phase +0.7325 rad, slope 0.2835 eV
  right-going: |lambda| 1.000000, phase +1.8113 rad, slope 0.3597 eV
  cond: K 25.87, A^dag U 1.32, matching 19.8
  self-energy, modes minus decimation: 1.2e-07 eV
right self-energy norm: 127.99 eV at 0.01 eV, 1280.0 eV at 0.001 eV
8-cell ribbon, lowest |energies|: 1.41e-04, 1.41e-04, 0.0761 eV
velocity at E = 0: 5.105e+05 m/s
evanescent amplitude decay length at E = 0: 0.765 nm
sublattice state as outgoing wave, perfect ribbon: slope 2.1e-62 eV, transmission 7.8e-33, reflection 1.000000
lambda splitting 8.0e-04 eV above band edge: 1.1627e-01
lambda splitting 8.0e-06 eV above band edge: 1.1630e-02
second subband edge: 0.5856 eV, splitting ratio 9.998
sigma_min/sigma_max of M at generic lambda: 3.90e-02 (0.3 eV), 2.3e-17 (0.8 eV)
cond(K) at 8.0e-07 eV below the flat band: 3.35e+06
border dimers: modes 0, cond(K) on flat band 1.00
transfer matrix, regularization 1e-04: relative lambda error 4.8e-06
transfer matrix, regularization 1e-08: relative lambda error 2.3e-04
transfer matrix, regularization 1e-12: relative lambda error 1.0e+00
reduced pencil: relative lambda error 1.3e-15
spin-orbit: bulk gap 100 meV, coupling 9.623 meV
  ribbon direct gap 0.2892 meV, channels per spin at 0.3 eV 1
  singular values of T (meV): [1.3856852e+03 8.0023140e+02 1.5713400e+01 2.0040000e-01 0.0000000e+00]
edge bonds +10%: gap 78.00 meV, slowest |lambda| 0.9091
  amplitude decay length in that gap at E = 0: 8.81 nm
thermal energy at 300 K: 25.85 meV
Boltzmann factor of second subband edge: 1.45e-10
```
